Path-integral Langevin sampling with exact free ring-polymer motion

**1. Definitions and conventions**

A particle of mass m moves in one dimension in a potential V(x) at inverse temperature β. It is represented by n beads, with n even, positions x_j, momenta p_j and x_0 = x_n. Define

β_n = β/n, ω_n = 1/(β_n ħ),

H_n = Σ_j [p_j²/(2m) + ½ m ω_n² (x_j − x_{j−1})² + V(x_j)].

The target density is exp(−β_n H_n). It follows from the factorised partition function

Z_n = Tr[(e^{−β_n V/2} e^{−β_n T} e^{−β_n V/2})^n],

where T is the kinetic-energy operator. The position matrix element of e^{−β_n T} is

√(m/(2πβ_n ħ²)) exp[−m(x − y)²/(2β_n ħ²)],

and m/(2β_n ħ²) = β_n · ½ m ω_n², which gives the springs. The momenta p_j are auxiliary variables with independent Gaussian weights. Averages of functions of position approach the quantum thermal averages as n → ∞. The thermostat changes the dynamics, so the trajectories serve for equilibrium averages, not for real-time correlation functions.

For several distinguishable atoms, the scheme is applied to each Cartesian coordinate with its own mass. The frequencies below do not depend on mass.

**2. Normal modes**

The springs contain Σ_j (x_j − x_{j−1})² = xᵀLx, where (Lx)_j = 2x_j − x_{j−1} − x_{j+1}. Acting on exp(2πijk/n), L gives the factor

2 − 2 cos(2πk/n) = 4 sin²(πk/n).

Real and imaginary parts of these waves, normalised, form an orthogonal matrix C:

C_{j0} = 1/√n
C_{jk} = √(2/n) cos(2πjk/n), 0 < k < n/2
C_{j,n/2} = (−1)^j/√n
C_{jk} = √(2/n) sin(2πjk/n), n/2 < k < n.

With q_k = Σ_j C_{jk} x_j, and likewise for momenta, the free ring becomes n independent oscillators of frequency

ω_k = 2ω_n sin(kπ/n).

Mode 0 is the centroid, x̄ = q_0/√n, with ω_0 = 0. From here p_k denotes a mode momentum. The physical curvature frequency of a harmonic well will be called w, to keep it apart from ω_0.

**3. The three parts of a step**

One step is O(Δt/2) B(Δt/2) A(Δt) B(Δt/2) O(Δt/2).

Part A solves q̇_k = p_k/m, ṗ_k = −mω_k² q_k. With θ_k = ω_kΔt,

q_k' = q_k cos θ_k + p_k sin θ_k/(mω_k)
p_k' = p_k cos θ_k − mω_k q_k sin θ_k.

For the centroid the limit ω_k → 0 gives q_0' = q_0 + p_0Δt/m and p_0' = p_0.

Part B adds (Δt/2)f_k to p_k, where f_k = −Σ_j C_{jk}V'(x_j). The springs are absent from this force because A already contains them.

Part O solves dp_k = −γ_k p_k dt + √(2mγ_k/β_n) dW_k, with W_k a standard Wiener process. Over Δt/2 the mean is multiplied by c_k = exp(−γ_kΔt/2), and the accumulated noise variance is

(2mγ_k/β_n) ∫₀^{Δt/2} e^{−2γ_k s} ds = (m/β_n)(1 − c_k²).

Hence, with ξ_k a standard normal number,

p_k' = c_k p_k + √(m/β_n) √(1 − c_k²) ξ_k.

If p_k has variance m/β_n before O, it has (m/β_n)(c_k² + 1 − c_k²) = m/β_n afterwards. The temperature in the noise is that of β_n, not β.

The frictions are γ_k = 2ω_k for k > 0, so c_k = exp(−ω_kΔt), and γ_0 = 1/τ_0 for the centroid. The spring frequency of the centroid is zero and supplies no value for γ_0; τ_0 must be chosen from the physical motion.

**4. Why the friction is 2ω_k**

Consider one free internal mode in continuous time and drop its index. The scaled variables Q = ω√(β_n m) q and P = √(β_n/m) p have unit variance and obey

dQ = ωP dt, dP = −ωQ dt − γP dt + √(2γ) dW.

The generator, which gives the rate of change of expected values, is

𝓛 = ωP∂_Q − ωQ∂_P − γP∂_P + γ∂_P².

For an observable with fluctuation δf, the correlation time is

τ_f = ∫₀^∞ ⟨δf(0)δf(t)⟩dt / ⟨δf²⟩.

The expected value of δf at time t, given the start, is e^{t𝓛}δf. Its time integral g satisfies −𝓛g = δf, so τ_f = ⟨g δf⟩/⟨δf²⟩. For quadratic observables try

g = a(P² − 1) + bPQ + d(Q² − 1).

The needed actions are

𝓛P² = −2ωPQ − 2γP² + 2γ
𝓛(PQ) = ωP² − ωQ² − γPQ
𝓛Q² = 2ωPQ.

For the mode energy in units of 1/β_n, δf = ½(P² − 1) + ½(Q² − 1). Matching coefficients in −𝓛g = δf gives

Q²: bω = ½
P²: 2aγ − bω = ½, so a = 1/(2γ)
PQ: 2aω + bγ − 2dω = 0, so d = a + bγ/(2ω) = 1/(2γ) + γ/(4ω²).

The constants also match: −2aγ = −1. Since P² and Q² each have variance 2 and are uncorrelated, ⟨δf²⟩ = 1 and ⟨g δf⟩ = a + d. Therefore

τ_H = 1/γ + γ/(4ω²).

Setting −1/γ² + 1/(4ω²) = 0 gives γ = 2ω and τ_H = 1/ω. Weak friction exchanges energy slowly with the bath; strong friction makes the position creep.

For the potential energy, δf = Q² − 1. Now bω = 1, a = 1/(2γ), and the PQ equation gives d = 1/(2γ) + γ/(2ω²). Here ⟨g δf⟩/⟨δf²⟩ = 2d/2, so

τ_V = 1/(2γ) + γ/(2ω²).

Its minimum is at γ = ω. Thus 2ω is optimal for the total energy of a free mode, not for every observable. The cost for the potential energy is modest: ωτ_V is 1.25 at γ = 2ω against 1 at its minimum.

**5. The free ring at finite time step**

With V = 0, both O and A preserve the Gaussian density of every internal mode, so the time step introduces no sampling error. The free centroid diffuses and has no normalisable position density.

To find the decay per step, write the noise-free map in the scaled variables as DRD, with D = diag(1, c) and R the rotation by θ:

DRD = [[cos θ, c sin θ], [−c sin θ, c² cos θ]].

Its determinant is c² and its trace is (1 + c²) cos θ. The eigenvalues form a complex pair if |trace| < 2c. For c = e^{−θ} this reads

|cos θ cosh θ| < 1,

and both eigenvalues then have modulus √(c²) = e^{−θ}. For small θ, cos θ cosh θ = 1 − θ⁴/6 + …, so the condition holds and the map is just below critical damping. It keeps holding up to θ ≈ 1.875, where cos θ cosh θ = −1. Between that angle and π the eigenvalues are real and the slower one has a modulus above e^{−θ} that rises towards 1 as θ approaches π: it is 0.24 at θ = 1.9, against e^{−1.9} = 0.15, and 0.80 at θ = 2.5, against e^{−2.5} = 0.082. If sin θ = 0, the position merely keeps or reverses its sign, and sampling of that mode stops.

**6. Time-step error in a harmonic well**

Take V = ½mw²x². Orthogonality of C gives Σ_j V(x_j) = ½mw² Σ_k q_k², so the modes stay independent. Use v = p/m and h = w²Δt/2. A half kick is K = [[1, 0], [−h, 1]], and free motion is

R = [[cos θ, sin θ/ω], [−ω sin θ, cos θ]].

First multiply on the right:

RK = [[cos θ − h sin θ/ω, sin θ/ω], [−ω sin θ − h cos θ, cos θ]].

Then subtract h times the first row from the second. The result is KRK = [[A, B], [−G, A]], with

A = cos θ − h sin θ/ω
B = sin θ/ω
G = ω sin θ + 2h cos θ − h² sin θ/ω.

Each factor has determinant 1, so A² + BG = 1. It follows that Gq² + Bv² is conserved: the new value is

G(Aq + Bv)² + B(−Gq + Av)² = (A² + BG)(Gq² + Bv²),

because the cross terms cancel. A Gaussian with independent q and v and ⟨q²⟩/⟨v²⟩ = B/G is therefore preserved by BAB. Part O preserves it too if ⟨v²⟩ = 1/(β_n m). Hence

⟨q_k²⟩ = 1/(β_n m Ω_k²),
Ω_k² = G/B = ω_k² + w²θ_k cot θ_k − w⁴Δt²/4.

The friction has dropped out of this stationary law. Since θ cot θ = 1 − θ²/3 + …,

Ω_k² = ω_k² + w² − Δt²(w²ω_k²/3 + w⁴/4) + O(Δt⁴).

The sampled modes are slightly too soft, and ⟨x²⟩ is too large.

For anharmonic V, let 𝓟(Δt) be the operator that advances expected values by one step. Because the step is palindromic, formally 𝓟(Δt)𝓟(−Δt) = 1. Its logarithm is odd in Δt, so the effective generator, ln 𝓟/Δt, is even. The stationary averages then have an expansion

a_Δt = a + bΔt² + O(Δt⁴).

This argument assumes a smooth confining V and a stable process with a stationary density. Two runs remove the leading error:

a ≈ (4a_Δt − a_{2Δt})/3.

**7. Stability**

Including O, the noise-free harmonic map is [[A, cB], [−cG, c²A]]. Its determinant is c²(A² + BG) = c² and its trace is (1 + c²)A. A real quadratic λ² − tλ + s has both roots inside the unit circle if and only if |t| < 1 + s and s < 1. With 0 < c < 1 this means |A| < 1, whatever the friction.

For 0 < θ < π, A < 1 holds automatically. The other side, 1 + cos θ > h sin θ/ω, becomes after half-angle formulas cot(θ/2) > h/ω, or

[w²Δt²/(2θ_k)] tan(θ_k/2) < 1.

For the centroid the limit is wΔt < 2. Because tan(θ/2)/θ grows on (0, π), the stiffest mode sets the limit as long as θ_{n/2} < π. That mode has frequency 2ω_n = 2n/(βħ), so adding beads at fixed temperature shortens the usable step. Exact free motion does not remove this resonance.

For n = 16, β = 4, ħ = m = 1 and w² = 2, stability is first lost at Δt = 0.381, slightly below π/ω_8 = 0.393; stable windows reappear at larger Δt between further unstable ranges, the first from π/ω_7 = 0.400 to 0.410 and some later ones wider, such as π/ω_4 = 0.555 to 0.642. If the springs were also applied as kicks, the centroid formula with w² replaced by w² + ω_8² would give 2/√66 = 0.246.

A quartic potential has a further restriction. Put all beads at x with zero momentum. One noise-free BAB step moves them to x − ½Δt²V'(x)/m. For V = x²/2 + x⁴/4 and m = 1 this overshoots to a larger distance if ½Δt²(1 + x²) > 2, or x² > 4/Δt² − 1. At Δt = 0.2 that is |x| > 9.9. This one-step condition is not the edge of the unstable region: repeated noise-free steps with centroid friction γ_0 = 1 already run away from a start at |x| = 7.3, although some starts between 7.3 and 9.9 still return to the well. Such a region is far outside the well's thermal range here, but a fixed-step kick scheme is not globally stable in this potential. The expansion in Δt² then describes sampling before any such rare escape.

**8. Energy estimator**

Up to constants, the bead partition function is

Z_n ∝ β^{−n/2} ∫dx exp[−(mn/(2βħ²)) Σ_j(x_j − x_{j−1})² − (β/n) Σ_j V(x_j)].

Substitute x_j = x̄ + √β y_j, with Σ_j y_j = 0. The n − 1 internal coordinates contribute β^{(n−1)/2}, which leaves β^{−1/2}, and the spring term no longer depends on β. Differentiating E = −∂ ln Z_n/∂β at fixed n gives

E = 1/(2β) + ⟨(1/n) Σ_j [V(x_j) + ½(x_j − x̄)V'(x_j)]⟩.

The last term arises because ∂x_j/∂β = y_j/(2√β) = (x_j − x̄)/(2β).

**9. Pseudocode and cost**

Precompute C, cos θ_k, sin θ_k/(mω_k), mω_k sin θ_k and c_k.
Initialise q, p; compute x = Cq and f = −CᵀV'(x).
Repeat:
  1. p_k ← c_k p_k + √[(m/β_n)(1 − c_k²)] ξ_k
  2. p_k ← p_k + (Δt/2) f_k
  3. rotate (q_k, p_k); drift the centroid
  4. x ← Cq; f ← −CᵀV'(x)
  5. p_k ← p_k + (Δt/2) f_k
  6. repeat line 1 with fresh ξ_k
  7. after equilibration, accumulate observables

Each step needs n new force evaluations, one per bead; the force from line 4 is reused in the next line 2. Matrix transforms cost O(n²) per coordinate and fast Fourier transforms O(n log n). The n force calculations dominate whenever one force evaluation costs much more than the O(n) operations per coordinate and bead that a matrix transform needs.

**10. Anharmonic well**

The example uses V = x²/2 + x⁴/4, β = 4, n = 16 and γ_0 = 1, in units where ħ, m and the harmonic frequency are 1. Then ω_n = 16/4 = 4 and ω_1 = 8 sin(π/16) = 1.561, so γ_1 = 3.121. At Δt = 0.1, c_1 = e^{−0.1561} = 0.8555; for the stiffest mode, c_8 = e^{−0.8} = 0.449.

Averages over 400 independent rings, with one standard error, are:

Δt = 0.2: ⟨x²⟩ = 0.3594 ± 0.0004, E = 0.6306 ± 0.0006
Δt = 0.1: ⟨x²⟩ = 0.3554 ± 0.0004, E = 0.6192 ± 0.0006.

Extrapolation gives

⟨x²⟩ = (4 × 0.35541 − 0.35936)/3 = 0.3541 ± 0.0006
E = (4 × 0.61918 − 0.63055)/3 = 0.6154 ± 0.0009.

The independent 16-bead grid values are 0.3532 and 0.6141. Both extrapolated results lie 1.6 standard errors above them; they come from the same trajectories and are not independent deviations. Linear extrapolation of the energy, 2a_Δt − a_{2Δt}, would give 0.6078 ± 0.0014, which is 4.5 standard errors too low. The energy thus favours the second-order law over a first-order one. At this run length the ⟨x²⟩ data are too noisy to discriminate: their linear extrapolation, 2 × 0.35541 − 0.35936 = 0.3515 ± 0.0009, lies about 1.9 standard errors below the grid value.

The n → ∞ values from diagonalisation are ⟨x²⟩ = 0.3570 and E = 0.6260. Sixteen beads therefore leave errors of −1.1% and −1.9% relative to them. The time-step errors have the opposite sign, so the unextrapolated energy at Δt = 0.1 is closer to the quantum value than the correct 16-bead energy is. This is cancellation, not convergence: Δt should be converged at fixed n, and n separately. The classical ⟨x²⟩ is 0.1726, about half the quantum value.

To test the friction in the well, the correlation time τ of q_1² + q_15² was obtained from the spread of the run averages. For a run of length t_run much longer than τ, the variance of the average is 2τ/t_run times the variance of the observable. At Δt = 0.1 the results are:

internal friction 0.1ω_k: τ = 2.6 ± 0.2
internal friction 2ω_k: τ = 0.55 ± 0.04
internal friction 40ω_k: τ = 2.3 ± 0.2.

The uncertainties follow from estimating a variance from 400 nearly Gaussian run averages, which has relative standard error √(2/399) ≈ 7%. The choice 2ω_k is better than these two extremes by factors of about 5 and 4, each uncertain by about 10%; the three runs do not locate the optimum in the well. At friction 40ω_k, c_1 = e^{−3.12} = 0.04, so the momentum is almost redrawn at each half step and the continuous-time formula for τ_V no longer applies. The numerical check also covers the free rotation, the correlation-time formulas, the harmonic stationary law and the stability limit.

Numbers as computed

```
Natural units: hbar = m = harmonic frequency = 1
beta = 4.0 (1/energy), beads n = 16, rings = 400
beta_n = 0.250 (1/energy), omega_n = 4.000 (frequency)
centroid friction = 1.00 (1/time)
mode 1: omega = 1.5607, friction = 3.1214 (1/time), half-step factor at dt=0.1 = 0.8555
mode 2: omega = 3.0615, friction = 6.1229 (1/time), half-step factor at dt=0.1 = 0.7363
mode 4: omega = 5.6569, friction = 11.3137 (1/time), half-step factor at dt=0.1 = 0.5680
mode 8: omega = 8.0000, friction = 16.0000 (1/time), half-step factor at dt=0.1 = 0.4493
free motion vs matrix exponential, max error = 2.1e-14
friction/omega = 0.4: omega*tau_H = 2.6000, omega*tau_V = 1.4500 (dimensionless)
friction/omega = 1.0: omega*tau_H = 1.2500, omega*tau_V = 1.0000 (dimensionless)
friction/omega = 2.0: omega*tau_H = 1.0000, omega*tau_V = 1.2500 (dimensionless)
friction/omega = 10.0: omega*tau_H = 2.6000, omega*tau_V = 5.0500 (dimensionless)
free-ring covariance error at dt=0.2 = 3.1e-15
mode 1 decay factor per step, dt=0.2, friction 1.0 omega = 0.85550
mode 1 decay factor per step, dt=0.2, friction 2.0 omega = 0.73188
mode 1 decay factor per step, dt=0.2, friction 3.0 omega = 0.87853
harmonic test curvature = 2.0 (energy/length^2)
harmonic <x^2>, dt=0.2 = 0.35923 (length^2)
harmonic <x^2>, dt->0  = 0.35067 (length^2)
harmonic stability limit of dt = 0.38081 (time)
pi/omega_max = 0.39270 (time)
Anharmonic well V = x^2/2 + x^4/4
<x^2> classical = 0.17256 (length^2)
<x^2> 16 beads, grid = 0.35319 (length^2)
<x^2> quantum, n->infinity = 0.35699 (length^2)
E 16 beads, grid = 0.61406 (energy)
E quantum, n->infinity = 0.62601 (energy)
dt=0.2: <x^2> = 0.35936 +- 0.00039 (length^2), E = 0.63055 +- 0.00062 (energy)
dt=0.1: <x^2> = 0.35541 +- 0.00040 (length^2), E = 0.61918 +- 0.00062 (energy)
extrapolated: <x^2> = 0.35409 +- 0.00055 (length^2), E = 0.61539 +- 0.00085 (energy)
Correlation time of q_1^2 + q_15^2 in the well, dt=0.1 (time):
internal friction 0.1 omega_k: 2.64
internal friction 2 omega_k:   0.55
internal friction 40 omega_k:  2.30
```
